# Sampling error of rms roughness from one finite image

For a zero-mean Gaussian surface with height correlation $e^{-r^2/\xi^2}$, a single square image of side $L\gg\xi$ gives the rms roughness with a relative standard deviation

$$
\delta\simeq\frac{\sqrt{\pi}}{2}\,\frac{\xi}{L}.
$$

With $\xi=20$ nm and $L=1000$ nm this is $0.8862\times0.02=1.77$ percent, or roughly 1.8 percent. It is the scatter between images of independent places on the same statistically uniform surface, relative to the true rms height. Instrument errors and the bias from image flattening are separate, and are sized below.

## Counting patches

Suppose the image held $N$ independent Gaussian heights, each of variance $\sigma^2$. Since $\langle h^4\rangle=3\sigma^4$, one squared height has variance $3\sigma^4-\sigma^4=2\sigma^4$. The mean of $N$ squares then has relative standard deviation $\sqrt{2/N}$. A small relative error in a square root is half that of its argument, so the rms height has relative error

$$
\tfrac12\sqrt{2/N}=\frac{1}{\sqrt{2N}} .
$$

Heights much closer than $\xi$ are nearly equal, and heights much farther apart are nearly independent. If one independent patch has area $\xi^2$, then $N\approx L^2/\xi^2=2500$ and the error is about 1.4 percent. The scaling with $\xi/L$ is settled, but the patch area was a guess. The derivation below replaces it by $\pi\xi^2/2$.

## Controlled derivation

Let $h(\mathbf r)$ be a stationary Gaussian field with known mean zero and covariance $\langle h(\mathbf r_1)h(\mathbf r_2)\rangle=\sigma^2\rho(r)$, where $\rho=e^{-r^2/\xi^2}$ and $r=|\mathbf r_1-\mathbf r_2|$. The image supplies

$$
q^2=\frac1{L^2}\int h^2\,dA,\qquad \langle q^2\rangle=\sigma^2 .
$$

**Correlation of squared heights.** Write $h_1=\sigma g$ and $h_2=\sigma(\rho g+\sqrt{1-\rho^2}\,g')$, with $g,g'$ independent standard Gaussian variables. This pair has the required variances and covariance. The term linear in $g'$ averages to zero, so

$$
\frac{\langle h_1^2h_2^2\rangle}{\sigma^4}
=\rho^2\langle g^4\rangle+(1-\rho^2)\langle g^2\rangle\langle g'^2\rangle
=3\rho^2+1-\rho^2=1+2\rho^2 .
$$

Subtracting the product of the means, which is 1 in these units, leaves $\mathrm{Cov}(h_1^2,h_2^2)=2\sigma^4\rho^2$. Squared heights therefore lose their correlation over a shorter distance than heights do.

**Average over the image.** The variance of an average is the covariance averaged over all pairs of points:

$$
\frac{\mathrm{Var}(q^2)}{\sigma^4}=\frac{2}{L^4}\iint\rho^2\,dA_1\,dA_2 .
$$

For $L\gg\xi$, almost every point lies far from an edge, so the integral over the second point can be extended to the whole plane:

$$
\int e^{-2r^2/\xi^2}d^2r=2\pi\int_0^\infty r\,e^{-2r^2/\xi^2}dr=2\pi\,\frac{\xi^2}{4}=\frac{\pi\xi^2}{2}.
$$

The integral over the first point gives $L^2$. Hence

$$
\frac{\mathrm{Var}(q^2)}{\sigma^4}\simeq\frac{\pi\xi^2}{L^2}.
$$

The relative error of the mean square is $\sqrt\pi\,\xi/L=3.545$ percent. Equating this variance to $2/N$ gives

$$
N=\frac{2L^2}{\pi\xi^2}=1592 .
$$

**From mean square to rms.** Put $q^2=\sigma^2(1+\varepsilon)$, where $\langle\varepsilon\rangle=0$. For small $\varepsilon$,

$$
\frac q\sigma=1+\frac{\varepsilon}{2}-\frac{\varepsilon^2}{8}+\cdots .
$$

The linear term halves the relative error and gives the opening result. The quadratic term lowers the mean rms. Since $\langle\varepsilon^2\rangle=4\delta^2$, the relative shift is $-\delta^2/2=-0.0155$ percent, which is negligible here.

## Finite window and opposite limit

The edge correction follows from the average of $e^{-r^2/\ell^2}$ over all pairs in the square. The exponential factors into $x$ and $y$ parts. Along one axis, separations $u$ and $-u$ each occur with weight $(L-|u|)/L^2$, so

$$
w(\ell)=\frac{2}{L^2}\int_0^L(L-u)e^{-u^2/\ell^2}du
=\sqrt\pi\,\frac{\ell}{L}\,\mathrm{erf}\frac L\ell-\frac{\ell^2}{L^2}\left(1-e^{-L^2/\ell^2}\right).
$$

The two-dimensional average is $W(\ell)=w(\ell)^2$. Because $\rho^2$ has $\ell=\xi/\sqrt2$,

$$
\delta=\tfrac12\sqrt{2W(\xi/\sqrt2)}=\frac{w(\xi/\sqrt2)}{\sqrt2}
\simeq\frac{\sqrt\pi\,\xi}{2L}\left(1-\frac{\xi}{\sqrt{2\pi}\,L}\right).
$$

The last form drops exponentially small terms. In the example the bracket lowers the result by 0.8 percent of itself, from 1.772 to 1.758 percent. Points near an edge have fewer correlated neighbours inside the image, so the image holds slightly more independent information than the bulk count suggests.

In the opposite limit, $L\ll\xi$, the height is nearly constant across the image and $q\to\sigma|g|$. Then $\langle q\rangle=\sigma\sqrt{2/\pi}$, and the standard deviation is $\sigma\sqrt{1-2/\pi}\approx0.60\,\sigma$. The expansion of the square root fails, and one image says little about $\sigma$.

## Comparison and use

The crude count gave 1.4 percent because its patch was too small by the factor $\pi/2$. An explicit sum over pixel pairs of a 512-by-512 image gives 1.758 percent, the same as the continuous window formula. Simulation of 8000 images, with 10 nm pixels cut from larger periodic surfaces, gives 1.730 percent. A standard deviation found from 8000 nearly Gaussian values is itself uncertain by $1/\sqrt{16000}=0.8$ percent of its value, so this differs from the formula by about two standard errors.

For a true rms height of 1 nm, the standard error is 0.0176 nm. The Gaussian 95 percent half-range is $1.96\times1.758=3.45$ percent, and 95.4 percent of the simulated images fell within it. Two images of the same film can thus differ by a few percent with no difference in the process.

Finer pixels do not remove this error once they resolve $\xi$, because neighbouring pixels repeat nearly the same height. Treating all $512^2$ pixels as independent would give $1/\sqrt{2\times512^2}=0.138$ percent, about 13 times too small.

More area does help. At fixed $\xi$, a 500 nm image has an error of 3.49 percent, about twice that of the 1000 nm image. If the mean squares of $m$ independent images are averaged before the root is taken, the error falls by $\sqrt m$; four images give 0.88 percent. For a target of 1 percent, the leading formula requires

$$
L=\frac{\sqrt\pi\times20\ \text{nm}}{2\times0.01}=1772\ \text{nm}.
$$

With 1000 nm images, $(1.758/1)^2=3.1$, so four are needed.

The definition of $\xi$ matters. If the correlation is instead written $e^{-r^2/(2\xi^2)}$ with the same 20 nm, $\xi$ is replaced by $\sqrt2\,\xi$ and the leading error becomes 2.51 percent. For an exponential correlation $e^{-r/\xi}$,

$$
2\pi\int_0^\infty r\,e^{-2r/\xi}dr=2\pi\,\frac{\xi^2}{4}=\frac{\pi\xi^2}{2},
$$

so the leading error is again 1.772 percent. To leading order the error depends only on the integral of $\rho^2$ over the plane, which is the same for these two shapes.

## Bias from flattening

The derivation took the zero of height as known. In a measured image the offset and tilt are usually fitted and removed, and the fit takes some real roughness with them.

The image mean $b_0$ has variance

$$
\langle b_0^2\rangle=\frac{\sigma^2}{L^4}\iint e^{-r^2/\xi^2}dA_1dA_2\simeq\frac{\pi\xi^2}{L^2}\sigma^2,
$$

because the plane integral of $e^{-r^2/\xi^2}$ is $\pi\xi^2$. Removing the mean subtracts $b_0^2$ from $q^2$. Halving the relative loss gives an rms bias of $-\pi\xi^2/(2L^2)=-0.063$ percent.

A fitted plane also contains the two tilt functions $\sqrt{12}\,x/L$ and $\sqrt{12}\,y/L$, with coordinates measured from the centre. They have unit mean square and are orthogonal to each other and to the constant. They vary slowly over $\xi$, so each removes the same mean-square amount to leading order. The total bias is three times larger, $-0.188$ percent. The simulated value is $-0.180$ percent; the leading formula omits edge corrections.

Subtracting the mean of every scan line is far more severe. The variance of one line mean is an average along one axis:

$$
\frac{\sigma^2}{L^2}\iint e^{-(x_1-x_2)^2/\xi^2}dx_1dx_2\simeq\frac{\sqrt\pi\,\xi}{L}\sigma^2 .
$$

Half the relative loss is an rms bias of $-\sqrt\pi\,\xi/(2L)=-1.77$ percent; the simulation gives $-1.766$ percent. To leading order its size equals the sampling error. This equality holds for the Gaussian correlation but not in general: for $e^{-r/\xi}$ the line integral is $2\xi$, and the bias becomes $-\xi/L=-2.0$ percent while $\delta$ is unchanged. The bias has the same sign in every image, so averaging more images of the same size does not reduce it. Longer scan lines do.

## Departures from the model

**Long-wave roughness.** Let a fraction $f$ of the variance have a second, longer length $\xi_2$:

$$
\rho=(1-f)e^{-r^2/\xi^2}+f e^{-r^2/\xi_2^2}.
$$

Squaring $\rho$ and averaging each Gaussian over the window gives

$$
\frac{\mathrm{Var}(q^2)}{\sigma^4}=2\left[(1-f)^2W\!\left(\tfrac{\xi}{\sqrt2}\right)+f^2W\!\left(\tfrac{\xi_2}{\sqrt2}\right)+2f(1-f)W(\ell_c)\right],
$$

with $\ell_c^{-2}=\xi^{-2}+\xi_2^{-2}$. For $f=0.10$ and $\xi_2=200$ nm, at fixed total variance, the error rises to 2.50 percent. The small fraction matters because $f^2\xi_2^2=400$ nm² exceeds $(1-f)^2\xi^2=324$ nm². Removing a plane also takes away part of this long-wave component. Averaging the two-scale covariance over the window with the constant and the two tilt functions gives an rms bias of about $-1.4$ percent, far larger than the $-0.188$ percent found above for a single length of 20 nm. The relative scatter of the flattened images is then about 2.2 percent.

**Skewed heights.** Take

$$
h=\sigma\,\frac{g+a(g^2-1)}{\sqrt{1+2a^2}},
$$

where $g$ is now a unit-variance Gaussian field with correlation $\rho=e^{-r^2/\xi^2}$. The Hermite polynomials $H_1=g$, $H_2=g^2-1$, $H_3=g^3-3g$ and $H_4=g^4-6g^2+3$ give

$$
[g+a(g^2-1)]^2=(1+2a^2)+4aH_1+(1+4a^2)H_2+2aH_3+a^2H_4 .
$$

Call the coefficients $c_0,\dots,c_4$. The generating function $e^{sg-s^2/2}=\sum_n s^nH_n/n!$ satisfies $\langle e^{sg_1-s^2/2}e^{tg_2-t^2/2}\rangle=e^{st\rho}$. Matching powers of $s$ and $t$ gives $\langle H_m(g_1)H_n(g_2)\rangle=n!\rho^n$ for $m=n$, and zero otherwise. Since $\rho^n$ has length $\xi/\sqrt n$,

$$
\frac{\mathrm{Var}(q^2)}{\sigma^4}=\frac1{c_0^2}\sum_{n=1}^4c_n^2\,n!\,W\!\left(\frac{\xi}{\sqrt n}\right).
$$

For $a=0.10$ the height skewness is 0.59 and the rms error is 1.98 percent. The simulation gives 1.95 percent.

**Blunt tip.** A parabolic tip of radius $R$ in hard contact records $\max_{\mathbf u}[h(\mathbf r+\mathbf u)-u^2/(2R)]$. Let $\mathbf g=\nabla h$ and let $K$ be the matrix of second derivatives of $h$. To first order the contact lies at $\mathbf u=R\mathbf g$. An error in $\mathbf u$ changes the maximum only quadratically, so to order $R^2$ the recorded height is

$$
h+\frac R2|\mathbf g|^2+\frac{R^2}{2}\mathbf g^{T}K\mathbf g .
$$

At one point, $\mathbf g$ is independent of $h$ and $K$. Each slope component has variance $s^2=2\sigma^2/\xi^2$, and $\langle hK_{ij}\rangle=-s^2\delta_{ij}$. The tip raises the mean recorded height by $Rs^2$ to leading order, so the rms is taken here about this new mean, and the bias follows from the change in variance. The order-$R$ variance change, $R\,\mathrm{Cov}(h,|\mathbf g|^2)$, vanishes because $\mathbf g$ is independent of $h$. At order $R^2$, the squared slope term contributes $(R^2/4)(4s^4)=R^2s^4$. The cross term contributes $R^2\sum_{ij}\langle hK_{ij}\rangle\langle g_ig_j\rangle=-2R^2s^4$. Their sum is $-R^2s^4=-4R^2\sigma^4/\xi^4$. Dividing by $\sigma^2$ and halving gives an rms bias of

$$
-\frac{2R^2\sigma^2}{\xi^4}=-\frac{2\times10^2\times1^2}{20^4}=-0.125\ \text{percent}
$$

for $R=10$ nm. Solving the contact condition on random surfaces gives $-0.122$ percent. The expansion needs a small product of tip radius and rms curvature, which is 0.087 here.

This small bias also needs Gaussian heights. On the skewed surface above, slopes are steeper where the surface is higher, so the order-$R$ term no longer vanishes. There $|\nabla h|^2=\sigma^2(1+2ag)^2|\nabla g|^2/(1+2a^2)$, with $\langle|\nabla g|^2\rangle=4/\xi^2$ and $\nabla g$ independent of $g$ at one point. Averaging over $g$ gives

$$
\frac{R\,\mathrm{Cov}(h,|\nabla h|^2)}{2\sigma^2}=\frac{8aR\sigma}{\xi^2\sqrt{1+2a^2}}.
$$

For $a=0.10$ this leading term gives an rms bias of about $+2$ percent, comparable to the sampling error of the same surface. The term changes sign with $a$.

**Height noise.** Independent noise of 0.05 nm adds in quadrature and raises the rms by $\sqrt{1+0.05^2}-1=0.125$ percent. Its near cancellation with the tip bias is an accident of the chosen values.

## A real film

The example is set in the regime of an atomic force microscope image of a thin polycrystalline hafnium oxide film grown by atomic layer deposition. The 1 nm roughness, 20 nm correlation length, 10 nm tip radius and 0.05 nm noise are rough typical values; film thickness, crystallinity and substrate can change the roughness and correlation length considerably. The assumptions most open to doubt are a single correlation length, Gaussian heights and a surface that is smooth on the scale of the tip contact. For the illustrative departures from the first two, the sampling error before flattening moves from 1.76 to 2.50 and 1.98 percent respectively. The last two matter for the tip bias: the skewed heights used above change it to about $+2$ percent, and sharp grain-boundary grooves, or a correlation such as $e^{-r/\xi}$ that falls linearly at short distance, can make that bias far larger than 0.125 percent, and even larger than the sampling error. On a much smoother film the order of importance can change: at 0.2 nm true roughness, the same noise raises the rms by $\sqrt{1+0.25^2}-1=3.1$ percent, more than the sampling error. An error in the height calibration carries over to the rms in the same proportion and is not included in $\delta$.

## Numbers as computed

```
true rms height: 1.00 nm
correlation length: 20.0 nm
image side: 1000 nm
pixels per line: 512 (count)
relative error of mean square, leading: 3.545 percent
relative error of rms, leading: 1.772 percent
relative error of rms, finite window: 1.758 percent
same, explicit pixel-pair sum: 1.758 percent
same, simulated images: 1.730 percent
number of simulated images: 8000 (count)
absolute rms error: 0.0176 nm
95 percent half-range: 3.45 percent
simulated coverage of that range: 95.4 percent
effective independent heights: 1592 (count)
false error if pixels were independent: 0.138 percent
mean shift from square root, formula: -0.0155 percent
mean shift from square root, simulated: -0.0150 percent
error for 500 nm image, formula: 3.488 percent
error for 500 nm image, simulated: 3.453 percent
error for 4 pooled images, formula: 0.879 percent
error for 4 pooled images, simulated: 0.878 percent
image side for 1 percent error: 1772 nm
1000 nm images for 1 percent error: 4 (count)
error with exponential correlation: 1.772 percent
error if exp(-r^2/(2 xi^2)) is meant: 2.507 percent
bias, mean removal, formula: -0.063 percent
bias, mean removal, simulated: -0.061 percent
bias, plane removal, formula: -0.188 percent
bias, plane removal, simulated: -0.180 percent
bias, line-mean removal, formula: -1.772 percent
bias, line-mean removal, simulated: -1.766 percent
long-wave share of variance: 10 percent
long-wave correlation length: 200 nm
error with long-wave part: 2.502 percent
skew parameter a: 0.10 (no unit)
height skewness: 0.590 (no unit)
error with skewed heights, formula: 1.982 percent
error with skewed heights, simulated: 1.949 percent
tip radius: 10.0 nm
rms slope along one axis: 0.0707 (no unit)
tip radius times rms curvature: 0.0866 (no unit)
tip bias of rms, formula: -0.125 percent
tip bias of rms, simulated: -0.122 percent
instrument height noise: 0.05 nm
noise bias of rms, formula: 0.125 percent
noise bias of rms, simulated: 0.124 percent
```
